**Hydrogenic donor in GaN: binding, radius and ionization**

For electron mass $m$ (in free-electron masses) and static relative permittivity $\varepsilon$, the model gives binding energy $E_b=m/(2\varepsilon^2)$ hartree and Bohr radius $a=\varepsilon/m$ bohr. With $m=0.2$ and $\varepsilon=8.9$ the output is 34.35 meV and 2.355 nm. The program asserts that a finite-difference diagonalization of the radial equation reproduces the energy, the mean radius and the peak radius. It also asserts that the closed formula for the free-electron density agrees within 1% with a Fermi-Dirac neutrality calculation at 300 K and 100 K. Further assertions test the completed-square identity, the screening length, the phonon mass correction, the band-shape average, the anisotropic-mass estimate and the over-barrier field. The first-order central-cell formula is tested for a weakened potential; at full strength the diagonalized shift is almost twice the first-order value. For $10^{16}$ donors and $2\times10^{15}$ acceptors per cm³, 97% of the available electrons are free at 300 K and 43% at 100 K, with excited donor states left out.

## Verification by program

```python
# Result under test: a hydrogenic donor with electron mass m (free-electron
# masses) and static relative permittivity eps has binding energy
# m/(2 eps^2) hartree and Bohr radius eps/m bohr.
# Atomic units are used inside; printed numbers carry their own units.
# The program also tests donor statistics and sizes the neglected effects.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
BOHR_M = sc.physical_constants["Bohr radius"][0]
BOHR_A = BOHR_M * 1e10
BOHR_CM = BOHR_M * 100
FIELD_MV_CM = sc.physical_constants["atomic unit of electric field"][0] * 1e-8
KB_EV = sc.k / sc.e

# Inputs: the two given parameters, then rough values for the example
mass, eps = 0.2, 8.9
eps_alternative, eps_high = 10.0, 5.3
gap_ev, phonon_ev = 3.4, 0.091
shell_A, mass_parallel = 2.0, 0.22
donors, acceptors = 1e16, 2e15
breakdown_field = 3.0

binding = mass / (2 * eps**2)
radius = eps / mass
binding_ev = binding * HARTREE_EV

# Radial Schroedinger equation by finite differences, u(r) = r psi(r)
step = 0.1
r = step * np.arange(1, 8001)


def ground_state(potential):
    diagonal = 1 / (mass * step**2) + potential
    off = np.full(len(r) - 1, -1 / (2 * mass * step**2))
    energy, vector = eigh_tridiagonal(diagonal, off, select="i",
                                      select_range=(0, 0))
    return energy[0], vector[:, 0]**2 / np.sum(vector[:, 0]**2)


coulomb = -1 / (eps * r)
energy_grid, density = ground_state(coulomb)
mean_radius_grid = np.sum(r * density)
peak_radius_grid = r[np.argmax(density)]
assert abs(-energy_grid / binding - 1) < 1e-4
assert abs(mean_radius_grid / (1.5 * radius) - 1) < 1e-4
assert abs(peak_radius_grid - radius) < 2 * step

# Completed-square identity on a Gaussian, which is not the ground state
width = 0.7 / radius**2


def gauss(x):
    return np.exp(-width * x**2)


def gauss_slope(x):
    return -2 * width * x * gauss(x)


upper = 12 * radius
square = quad(lambda x: x**2 * (gauss_slope(x) + gauss(x) / radius)**2,
              0, upper, epsabs=0, epsrel=1e-9, limit=200)[0]
kinetic = quad(lambda x: x**2 * gauss_slope(x)**2, 0, upper,
               epsabs=0, epsrel=1e-9, limit=200)[0]
norm = quad(lambda x: x**2 * gauss(x)**2, 0, upper,
            epsabs=0, epsrel=1e-9, limit=200)[0]
inverse_r = quad(lambda x: x * gauss(x)**2, 0, upper,
                 epsabs=0, epsrel=1e-9, limit=200)[0]
expanded = kinetic + norm / radius**2 - 2 * inverse_r / radius
assert abs(square / expanded - 1) < 1e-6
gauss_energy = (kinetic / (2 * mass) - inverse_r / eps) / norm
assert gauss_energy > -binding

# Permittivity: the scaled formula against a new diagonalization
binding_alternative = mass / (2 * eps_alternative**2)
energy_alternative, _ = ground_state(-1 / (eps_alternative * r))
assert abs(-energy_alternative / binding_alternative - 1) < 1e-4


# Donor statistics: full Fermi-Dirac neutrality against the closed formula
def electron_density(eta, thermal):
    integral = quad(lambda t: 2 * t**2 / (np.exp(t**2 - eta) + 1),
                    0, 8, epsabs=0, epsrel=1e-9, limit=200)[0]
    prefactor = np.sqrt(2) * (mass * thermal)**1.5 / np.pi**2
    return prefactor * integral / BOHR_CM**3


def closed_density(thermal, weight):
    band = 2 * (mass * thermal / (2 * np.pi))**1.5 / BOHR_CM**3
    activation = band / weight * np.exp(-binding / thermal)
    b = acceptors + activation
    c = activation * (donors - acceptors)
    return 2 * c / (b + np.sqrt(b**2 + 4 * c)), band


statistics = []
for temperature in (300.0, 100.0):
    thermal = KB_EV * temperature / HARTREE_EV

    def charge(eta):
        occupied = 2 * np.exp(eta + binding / thermal)
        ionized = donors / (1 + occupied)
        return electron_density(eta, thermal) + acceptors - ionized

    eta = brentq(charge, -30, 5, xtol=1e-12)
    n_full = electron_density(eta, thermal)
    n_closed, band = closed_density(thermal, 2.0)
    # The closed formula drops degeneracy, of relative order n/N_c
    assert abs(n_closed / n_full - 1) < 0.01
    excited = 1 + 4 * np.exp(-0.75 * binding / thermal)
    n_excited, _ = closed_density(thermal, 2 * excited)
    statistics.append((temperature, thermal, band, n_closed, n_excited, eta))

# Free-carrier screening at 300 K
thermal, n_room, eta_room = (statistics[0][1], statistics[0][3],
                             statistics[0][5])
screening = np.sqrt(eps * thermal / (4 * np.pi * n_room * BOHR_CM**3))
delta = 1e-3
response = (electron_density(eta_room + delta, thermal)
            - electron_density(eta_room - delta, thermal)) / (2 * delta)
screening_response = np.sqrt(eps * thermal
                             / (4 * np.pi * response * BOHR_CM**3))
assert abs(screening / screening_response - 1) < 0.01
energy_screened, _ = ground_state(coulomb * np.exp(-r / screening))
screening_shift = -energy_screened + energy_grid
assert -1 / (eps * screening) < screening_shift < 0

# Central cell: polarization charge on a shell, bare attraction inside it
shell = shell_A / BOHR_A
extra = np.where(r < shell, -(1 - 1 / eps) * (1 / r - 1 / shell), 0.0)
cell_first_order = 2 / 3 * (1 - 1 / eps) * shell**2 / radius**3
weak = 0.05
energy_weak, _ = ground_state(coulomb + weak * extra)
cell_weak = (energy_grid - energy_weak) / weak
# The formula is leading order in shell/radius, here nearly one tenth
assert abs(cell_weak / cell_first_order - 1) < 0.15
energy_cell, _ = ground_state(coulomb + extra)
cell_shift = energy_grid - energy_cell
assert cell_shift > cell_first_order

# Lattice motion: mass change from the second-order phonon self-energy
omega = phonon_ev / HARTREE_EV
contrast = 1 / eps_high - 1 / eps
alpha = contrast * np.sqrt(mass / (2 * omega))
q_scale = np.sqrt(2 * mass * omega)
k = 0.1 * q_scale


def self_energy(momentum):
    def integrand(s):
        q = s * q_scale
        denominator = omega + q**2 / (2 * mass)
        if momentum == 0:
            return 2 / denominator
        coupling = momentum * q / mass
        return 2 * np.arctanh(coupling / denominator) / coupling
    value = quad(integrand, 0, np.inf, epsabs=0, epsrel=1e-10, limit=300)[0]
    return -omega * contrast / (2 * np.pi) * q_scale * value


assert abs(self_energy(0) / (-alpha * omega) - 1) < 1e-6
mass_fraction = -(self_energy(k) - self_energy(0)) * 2 * mass / k**2
# The finite momentum leaves a relative error near half a percent
assert abs(mass_fraction / (alpha / 6) - 1) < 0.01
polaron_shift_ev = binding_ev * alpha / 6

# Nonparabolic band: mean squared kinetic energy from the grid density
kinetic_squared = np.sum(density * (energy_grid - coulomb)**2)
# The 1/r^2 sum on a uniform grid has an error of order step/radius
assert abs(kinetic_squared / (5 * binding**2) - 1) < 0.02
band_shift_ev = 5 * binding_ev**2 / gap_ev

# Anisotropic mass: first order against an optimized ellipsoidal state
inverse_mass = (2 / mass + 1 / mass_parallel) / 3
binding_anisotropic = 1 / (2 * eps**2 * inverse_mass)


def ellipsoid_energy(stretch):
    attraction = quad(lambda u: 1 / np.sqrt(1 - u**2 + stretch**2 * u**2),
                      0, 1)[0]
    inertia = (2 / mass + 1 / (mass_parallel * stretch**2)) / 3
    return -attraction**2 / (2 * eps**2 * inertia)


ellipsoid = minimize_scalar(ellipsoid_energy, bounds=(0.7, 1.3),
                            method="bounded")
assert abs(-ellipsoid.fun / binding_anisotropic - 1) < 0.01

# Electric field that lowers the barrier top to the unperturbed level
field = eps * binding**2 / 4
barrier = minimize_scalar(lambda x: 1 / (eps * x) + field * x,
                          bounds=(10, 2000), method="bounded")
assert abs(barrier.fun / binding - 1) < 1e-5

print(f"electron mass: {mass:.2f} free-electron masses")
print(f"static permittivity: {eps:.1f} (relative)")
print(f"hartree: {HARTREE_EV:.5f} eV")
print(f"bohr: {BOHR_A:.6f} angstrom")
print(f"binding energy, formula: {binding_ev:.5f} eV")
print(f"binding energy, converted: {binding_ev * 1000:.2f} meV")
print(f"binding energy, grid: {-energy_grid * HARTREE_EV:.5f} eV")
print(f"Bohr radius, formula: {radius * BOHR_A:.3f} angstrom")
print(f"Bohr radius, converted: {radius * BOHR_A / 10:.3f} nm")
print(f"peak radius, grid: {peak_radius_grid * BOHR_A:.2f} angstrom")
print(f"mean radius, grid: {mean_radius_grid * BOHR_A:.2f} angstrom")
print(f"donor density: {donors:.2e} cm^-3")
print(f"acceptor density: {acceptors:.2e} cm^-3")
print(f"donor spacing N_D^(-1/3): {donors**(-1/3) * 1e8:.0f} angstrom")
for temperature, heat, band, n, n_excited, _ in statistics:
    tag = f"{temperature:.0f} K"
    print(f"{tag}, thermal energy: {heat * HARTREE_EV:.5f} eV")
    print(f"{tag}, band density N_c: {band:.3e} cm^-3")
    print(f"{tag}, electron density: {n:.3e} cm^-3")
    print(f"{tag}, n/(N_D-N_A): {n / (donors - acceptors):.3f}")
    print(f"{tag}, same with n=2 donor shell: "
          f"{n_excited / (donors - acceptors):.3f}")
print(f"alternative permittivity: {eps_alternative:.1f} (relative)")
print(f"binding at that permittivity: "
      f"{binding_alternative * HARTREE_EV:.5f} eV")
print(f"change from permittivity: "
      f"{(binding_alternative - binding) * HARTREE_EV:+.5f} eV")
print(f"screening length at 300 K: {screening * BOHR_A:.0f} angstrom")
print(f"change from screening: {screening_shift * HARTREE_EV:+.5f} eV")
print(f"central-cell shell radius: {shell_A:.1f} angstrom")
print(f"central cell, first order: {cell_first_order * HARTREE_EV:+.5f} eV")
print(f"central cell, diagonalized: {cell_shift * HARTREE_EV:+.5f} eV")
print(f"high-frequency permittivity: {eps_high:.1f} (relative)")
print(f"optical-phonon energy: {phonon_ev:.3f} eV")
print(f"binding / phonon energy: {binding_ev / phonon_ev:.3f}")
print(f"phonon coupling alpha: {alpha:.3f}")
print(f"change from lattice motion, bare mass: {polaron_shift_ev:+.5f} eV")
print(f"band gap: {gap_ev:.1f} eV")
print(f"change from nonparabolic band: {band_shift_ev:+.5f} eV")
print(f"trial parallel mass: {mass_parallel:.2f} free-electron masses")
print(f"change from anisotropic mass: "
      f"{(binding_anisotropic - binding) * HARTREE_EV:+.5f} eV")
print(f"over-barrier field: {field * FIELD_MV_CM:.4f} MV/cm")
print(f"rough breakdown field: {breakdown_field:.1f} MV/cm")
print(f"breakdown / over-barrier field: "
      f"{breakdown_field / (field * FIELD_MV_CM):.0f}")
print("all good")
```

Printed output:

```
electron mass: 0.20 free-electron masses
static permittivity: 8.9 (relative)
hartree: 27.21139 eV
bohr: 0.529177 angstrom
binding energy, formula: 0.03435 eV
binding energy, converted: 34.35 meV
binding energy, grid: 0.03435 eV
Bohr radius, formula: 23.548 angstrom
Bohr radius, converted: 2.355 nm
peak radius, grid: 23.55 angstrom
mean radius, grid: 35.32 angstrom
donor density: 1.00e+16 cm^-3
acceptor density: 2.00e+15 cm^-3
donor spacing N_D^(-1/3): 464 angstrom
300 K, thermal energy: 0.02585 eV
300 K, band density N_c: 2.244e+18 cm^-3
300 K, electron density: 7.746e+15 cm^-3
300 K, n/(N_D-N_A): 0.968
300 K, same with n=2 donor shell: 0.927
100 K, thermal energy: 0.00862 eV
100 K, band density N_c: 4.320e+17 cm^-3
100 K, electron density: 3.406e+15 cm^-3
100 K, n/(N_D-N_A): 0.426
100 K, same with n=2 donor shell: 0.393
alternative permittivity: 10.0 (relative)
binding at that permittivity: 0.02721 eV
change from permittivity: -0.00714 eV
screening length at 300 K: 405 angstrom
change from screening: -0.00383 eV
central-cell shell radius: 2.0 angstrom
central cell, first order: +0.00261 eV
central cell, diagonalized: +0.00507 eV
high-frequency permittivity: 5.3 (relative)
optical-phonon energy: 0.091 eV
binding / phonon energy: 0.378
phonon coupling alpha: 0.417
change from lattice motion, bare mass: +0.00239 eV
band gap: 3.4 eV
change from nonparabolic band: +0.00174 eV
trial parallel mass: 0.22 free-electron masses
change from anisotropic mass: +0.00107 eV
over-barrier field: 0.0182 MV/cm
rough breakdown field: 3.0 MV/cm
breakdown / over-barrier field: 165
all good
```
